# What a converged energy says about a finite-basis optimized effective potential

**The argument under comment**

An optimized effective potential (OEP) calculation with exact exchange is run in a small orbital basis. The total energy stops changing in the eighth decimal. Two conclusions are drawn:

1. Since the energy is minimized over potentials, a converged energy means a converged potential, and the virtual orbital energies can be used.
2. If a large oscillation were still hidden in the potential, the virtual orbital energies would reveal it.

The first conclusion needs the energy to distinguish between potentials. The second needs virtual energies to respond to every oscillation. Both can be examined by asking how a local potential enters a finite-basis calculation.

**What the calculation sees**

Consider a closed shell with real, orthonormal orbitals. Let $P$ project onto the orbital basis, and let $v$ be the total local potential of the auxiliary one-electron problem. The orbitals are eigenfunctions of $P(T+v)P$, and the lowest ones are doubly occupied. The exact-exchange energy $E[v]$ is computed from these occupied orbitals with the true external potential held fixed. It therefore depends on $v$ only through the occupied space.

Change $v$ to $v+w$. In the old orbitals the matrix becomes

$$\varepsilon_p\delta_{pq}+w_{pq},\qquad w_{pq}=\int w\,\phi_p\phi_q\,dx .$$

Let $i,j$ label occupied orbitals, $a,b$ virtual ones, and $p,q$ either kind. Two cases differ in their consequences.

*Invisible changes.* If $w$ is orthogonal to every product of two basis functions, all $w_{pq}$ vanish. The matrix is the same, and so are all orbitals and orbital energies, virtual ones included. Such a $w$ can have any amplitude. Conclusion 2 is therefore false whenever the representation of the potential (a grid or an auxiliary basis) contains such a function. This is guaranteed when it has more independent functions than there are independent orbital products.

*Energy-silent, visible changes.* Suppose only that $w_{ai}=0$ for all occupied-virtual pairs. The matrix then splits into an occupied and a virtual block. Provided that the old occupied space still holds the lowest eigenvalues, the density matrix and $E$ are unchanged. The virtual energies are now the eigenvalues of $\varepsilon_a\delta_{ab}+w_{ab}$, which can differ from $\varepsilon_a$. Conclusion 1 is therefore false whenever such a $w$ is available that moves the virtual levels relative to the occupied ones.

A constant $w$ satisfies $w_{ai}=0$ trivially and shifts all levels together. To exclude it, one can impose the stronger condition $Pw\phi_i=0$, which also sets $w_{ij}=0$ and fixes each occupied energy.

**Why this is a finite-basis effect**

In a complete basis, $w_{ai}=0$ means that $w\phi_i$ has no component outside the occupied space:

$$w(x)\phi_i(x)=\sum_j w_{ij}\,\phi_j(x).$$

At a point where the occupied orbitals do not all vanish, this says that $w(x)$ is an eigenvalue of the constant matrix $w_{ij}$. That matrix has finitely many eigenvalues. If $w$ is continuous, and the common zeros of the occupied orbitals fill no interval or volume, $w$ must be constant. In a finite basis, $w\phi_i$ may also have a part outside the basis, which the calculation discards. That part provides the freedom.

**Constructing a silent change**

Let $L$ denote the lowest virtual orbital (LUMO). Project $\phi_L^2$ onto the span of the products $\phi_i\phi_q$, with $q$ running over all orbitals in the basis, and call the remainder $r$. Set $w=\lambda r$. Since $r$ is orthogonal to these products, $Pw\phi_i=0$. Since $r$ is also orthogonal to the projected part of $\phi_L^2$,

$$w_{LL}=\lambda\int r\,\phi_L^2\,dx=\lambda\int r^2\,dx=\lambda\|r\|^2 .$$

For any other $w$ with $Pw\phi_i=0$, the projected part likewise drops out, so that $w_{LL}=\int w\,r\,dx\le\|w\|\,\|r\|$. Thus $\|r\|$ is the largest diagonal LUMO element per unit norm of $w$. If $r=0$, no change of this class has a diagonal LUMO element. If $r$ is small but not zero, a modest diagonal element requires a potential of large norm. The bound says nothing about the coupling of the LUMO to other virtual orbitals, which also shifts it.

**A case with a known smooth answer**

Take two electrons in the well $\tfrac12x^2$, with interaction $U(x-x')=1/\sqrt{(x-x')^2+1}$, in hartree atomic units. Write $h=T+\tfrac12x^2$, and let $(f|g)=\iint f(x)U(x-x')g(x')\,dx\,dx'$. The Hartree energy is $2(\phi_0^2|\phi_0^2)$ and the exchange energy is $-(\phi_0^2|\phi_0^2)$, so

$$E=2\langle\phi_0|h|\phi_0\rangle+(\phi_0^2|\phi_0^2).$$

Let $J_0(x)=\int U(x-x')\phi_0^2(x')\,dx'$, which is half the Hartree potential $v_H$. Acting on $\phi_0$, the nonlocal exchange operator gives $-J_0\phi_0$. The Hartree-Fock equation $(h+2J_0)\phi_0-J_0\phi_0=\varepsilon_0\phi_0$, projected onto the basis, is therefore also the equation for a local potential with

$$v_x=-J_0=-\tfrac12v_H .$$

This potential minimizes the energy. To see it, take any normalized $\phi$ in the basis and set $\delta=\phi^2-\phi_0^2$. Expanding $(\phi^2|\phi^2)=(\phi_0^2|\phi_0^2)+2(\phi_0^2|\delta)+(\delta|\delta)$ and using $(\phi_0^2|\delta)=\int J_0\,\delta\,dx$ gives

$$E[\phi]-E[\phi_0]=2\left[\langle\phi|h+J_0|\phi\rangle-\varepsilon_0\right]+(\delta|\delta).\tag{1}$$

The bracket is not negative when $\phi_0$ is the lowest eigenfunction of $P(h+J_0)P$. The last term is not negative because $U$ is a positive superposition of Gaussians,

$$\frac1{\sqrt{x^2+1}}=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-t(x^2+1)}\,dt,$$

and each Gaussian has a positive Fourier transform. Any silent change of this potential therefore gives another minimizer, and the energy criterion cannot choose between them.

The orbital basis contains $e^{-\alpha x^2}$ and $xe^{-\alpha x^2}$ with $\alpha=0.25$ and $0.75$. Its orbital products span 9 dimensions, and $Pw\phi_0=0$ imposes 4 conditions. This leaves $9-4=5$ independent visible directions that change neither the energy nor the HOMO level (HOMO: highest occupied orbital), as long as the amplitude is small enough that the occupied orbital stays lowest.

Here $\|r\|=0.05738$ bohr$^{-1/2}$. Choosing $w_{LL}=0.05$ hartree gives $\lambda=0.05/0.05738^2\approx15.2$ in atomic units. The resulting $w$ changes sign six times where it exceeds 1% of its maximum. It is $-0.573$ hartree at $x=0$, $+0.324$ at $0.5$ bohr and $-0.476$ at $1.5$ bohr. For comparison, the largest $|v_x|$ is 0.854 hartree. An invisible oscillation $u$ is also tried: the part of $\cos(5x)\,e^{-x^2/4}$ orthogonal to all nine orbital products, multiplied by a positive factor so that its largest magnitude is 3 hartree. In the four-function basis the results, in hartree, are:

| Potential | $E$ | HOMO | LUMO |
|---|---:|---:|---:|
| reference | 1.800944 | 1.2905 | 2.2109 |
| $+w$ | 1.800944 | 1.2905 | 2.2251 |
| $-w$ | 1.800944 | 1.2905 | 2.1296 |
| $+u$ | 1.800944 | 1.2905 | 2.2109 |

The potentials with $+w$ and $-w$ give LUMO energies 0.0955 hartree, or 2.60 eV, apart. The much larger $u$ leaves the LUMO where it was.

The two LUMO shifts, $+0.0143$ and $-0.0813$ hartree, are not $\pm0.05$ because $w$ also couples the LUMO to the upper odd virtual orbital, labelled $S$. The even virtual orbital is separate by parity. The reference odd virtual energies sum to $2.2109+4.1137=6.3246$, and with $+w$ they sum to $2.22514+4.06824=6.29338$. The difference is $w_{LL}+w_{SS}=-0.0312$, so $w_{SS}=-0.0812$. The diagonal entries with $+w$ are then 2.2609 and 4.0325, and the eigenvalue equation of the two-by-two block gives

$$w_{LS}^2=(2.26087-2.22514)(4.03251-2.22514)\approx0.0646 .$$

For $-w$ the diagonal entries are 2.1609 and 4.1949, with mean 3.1779 and half-difference 1.0170. The lower eigenvalue is $3.1779-\sqrt{1.0170^2+0.0646}\approx2.1296$, as found. The coupling lowers the LUMO for either sign of $w$.

**Is the small basis merely too poor?**

The four-function energy lies 0.018 hartree above the dense-grid Hartree-Fock value. It is converged with respect to the potential, but not with respect to the orbital basis. Adding the exponent $\alpha=0.5$ and then also $\alpha=1.5$, each for both parities, gives:

| Functions | Energy error (hartree) | $\lVert r\rVert$ (bohr$^{-1/2}$) |
|---:|---:|---:|
| 4 | $1.8\times10^{-2}$ | 0.0574 |
| 6 | $2.3\times10^{-5}$ | 0.0087 |
| 8 | $6.0\times10^{-6}$ | 0.0029 |

With six functions the energy is close to the grid value, yet $r$ has not vanished. A sufficiently small multiple of it is still exactly energy-silent, because the occupied orbital then remains lowest. What changes is the price: a diagonal LUMO element of 0.05 hartree needs $\|w\|=0.05/\|r\|$, which grows from 0.87 to 5.7 and then 17 hartree bohr$^{1/2}$. With six functions the occupied orbital stays lowest at this amplitude for either sign of $w$, so the energy is unchanged. The lowest virtual level nevertheless falls from 2.170 hartree to 1.877 with $+w$ and to 1.863 with $-w$, through the other elements $w_{ab}$. The price refers to the diagonal element only, not to the actual shift of the level. With eight functions it does not: a virtual level drops below it, so this multiple of $r$, with either sign, is no longer silent.

The silence is lost when the four-function potentials are used unchanged on the dense grid. The energy rises above that of the reference potential by 0.046 hartree for either sign of $w$, and by 0.240 hartree for $u$.

**Errors that are not silent**

A general small error $d(x)$ in the potential does change the energy, but weakly. Write the perturbed orbital as $\phi_0+\sum_aX_a\phi_a$, up to normalization. The virtual component of the eigenvalue equation, to first order, is $\varepsilon_aX_a+d_{a0}=\varepsilon_0X_a$, so

$$X_a=-\frac{d_{a0}}{\varepsilon_a-\varepsilon_0}.$$

Insert this orbital in (1). To second order the bracket is $\sum_aX_a^2(\varepsilon_a-\varepsilon_0)$. To first order the density change is $\delta=2\phi_0\sum_aX_a\phi_a$. Hence, to leading order for two electrons,

$$\Delta E=2\sum_aX_a^2(\varepsilon_a-\varepsilon_0)+4\sum_{ab}X_aX_b(\phi_0\phi_a|\phi_0\phi_b).$$

The HOMO-LUMO gap, by contrast, changes in first order, by $d_{LL}-d_{00}$. In the eight-function basis, $d=0.02\cos2x$ hartree (with $x$ in bohr) raises the energy by $1.57\times10^{-4}$ hartree and changes the gap by $-0.0145$ hartree, about 92 times as much in magnitude. Halving $d$ divides the energy rise by 4.02 and the gap change by 2.00. A small energy change is thus a weak bound on the gap error even where no exact silence is involved.

**More than two electrons**

The block argument did not use the electron number, nor did it require the starting potential to be an OEP minimizer. As a check, four electrons were placed in the four-function basis with an arbitrary local reference potential, and only $w_{ai}=0$ was imposed. The energy stayed at 7.939144 hartree while the HOMO-LUMO gap grew by 0.0200 hartree. The occupied energies moved too, from 1.395 and 2.244 to 1.499 and 2.341 hartree, as this weaker condition permits. The numerical check asserts the equalities of energy in both cases.

**What the argument would need**

A stationary energy supports a statement about the energy in the chosen basis. A statement about virtual levels needs evidence that they are themselves stable when the orbital and potential bases are enlarged together. A statement about the potential needs more, since an invisible part leaves every level in place. One useful test is to insert the potential, without reoptimization, in a larger orbital basis and compare both energy and levels. On the dense grid this exposed both $w$ and $u$. A modest enlargement need not do so, because a larger finite basis has invisible or nearly invisible directions of its own. The six- and eight-function bases above reveal $w$, but in them $u$ changes the energy by about $10^{-5}$ hartree or less and the HOMO and LUMO by less than $10^{-3}$ hartree. A smoothness condition can select one potential from the silent family, but that selection is then information added to the energy criterion and should be reported as such.

## Computed values

```
well frequency: 1.00 hartree; softening: 1 bohr
small-basis exponents (even and odd): [0.25, 0.75] bohr^-2
grid: 281 points, step 0.10 bohr
small-basis Hartree-Fock energy: 1.80094448 hartree
small-basis OEP energy: 1.80094448 hartree
dense-grid Hartree-Fock energy: 1.78296426 hartree
small-basis reference orbital energies: [1.29045  2.210868 3.128037 4.113717] hartree
independent basis products: 9; HOMO products: 4
residual norm |r|: 0.057382 bohr^-1/2
diagonal LUMO element of w: 0.050000 hartree
largest |w|: 0.5734 hartree
largest |v_x|: 0.8538 hartree
largest |u|: 3.0000 hartree
sign changes of w above 1% of its maximum: 6
x=0.0 bohr: v_x=-0.8538, w=-0.5734, u=-2.2664 hartree
x=0.5 bohr: v_x=-0.8117, w=0.3240, u=2.1077 hartree
x=1.0 bohr: v_x=-0.7079, w=0.3045, u=-1.7668 hartree
x=1.5 bohr: v_x=-0.5866, w=-0.4755, u=1.5613 hartree
x=2.0 bohr: v_x=-0.4793, w=-0.4017, u=-1.8159 hartree
x=3.0 bohr: v_x=-0.3331, w=-0.0057, u=-2.6729 hartree
small basis, reference: E=1.80094448, HOMO=1.290450, LUMO=2.210868 hartree
small basis, plus w: E=1.80094448, HOMO=1.290450, LUMO=2.225141 hartree
small basis, minus w: E=1.80094448, HOMO=1.290450, LUMO=2.129603 hartree
small basis, plus u: E=1.80094448, HOMO=1.290450, LUMO=2.210868 hartree
small-basis virtuals, plus w: [2.225141 2.825093 4.068239] hartree
small-basis virtuals, minus w: [2.129603 3.430981 4.226187] hartree
LUMO spread between plus and minus w: 0.095538 hartree = 2.5997 eV
dense grid, reference: E=1.78297075, HOMO=1.281383, LUMO=2.169051 hartree
dense grid, plus w: E=1.82939980, HOMO=1.271486, LUMO=2.120695 hartree
dense grid, minus w: E=1.82881311, HOMO=1.245124, LUMO=2.115540 hartree
dense grid, plus u: E=2.02327393, HOMO=1.160711, LUMO=1.997992 hartree
4 functions: energy error=1.798e-02 hartree, LUMO=2.210868 hartree, |r|=5.738e-02 bohr^-1/2, |w| norm for 0.05 hartree=0.871 hartree bohr^1/2
6 functions: energy error=2.319e-05 hartree, LUMO=2.170166 hartree, |r|=8.739e-03 bohr^-1/2, |w| norm for 0.05 hartree=5.721 hartree bohr^1/2
8 functions: energy error=6.004e-06 hartree, LUMO=2.170113 hartree, |r|=2.911e-03 bohr^-1/2, |w| norm for 0.05 hartree=17.177 hartree bohr^1/2
ripple amplitude: 0.020 hartree
ripple energy rise: 1.5744e-04 hartree; formula 1.5557e-04
ripple gap change: -0.014468 hartree; formula -0.014508
full/half ripple: energy ratio 4.0240, gap ratio 1.9973
four electrons: E=7.93914436, with w=7.93914436 hartree
four electrons, orbital energies: [1.394672 2.244498 3.09885  4.042257] hartree
four electrons, with w: [1.499145 2.341307 3.21566  4.021399] hartree
four electrons, gap change: 0.020000 hartree; largest |w|: 0.3309 hartree
```
